# Why Adiabatic and Isothermal C44 Agree in a Cubic Crystal

**Q:** I measure elastic constants of a cubic metal in two ways: with ultrasound, which leaves no time for heat to flow, and with slow loading at fixed temperature. Thermodynamics says that the two need not agree. Where does the difference come from?

**A:** It comes from the temperature change that accompanies a fast strain. Take a reference state of volume $V_0$ and temperature $T$, and let $\eta_{ij}$ be the Lagrangian strain measured from it. The free energy $F(\eta,T)$ obeys

$$dF=-S\,dT+V_0\,t_{ij}\,d\eta_{ij},$$

where $S$ is the entropy, $t_{ij}$ is the stress conjugate to $\eta_{ij}$, and repeated indices are summed. I assume that $F$ is smooth. Its mixed second derivatives are then equal, so one tensor describes two effects:

$$b_{ij}\equiv\frac{1}{V_0}\left(\frac{\partial S}{\partial\eta_{ij}}\right)_T=-\left(\frac{\partial t_{ij}}{\partial T}\right)_\eta .$$

It says how much a strain raises the entropy at fixed temperature, and how much stress is lost on heating at fixed shape.

Let $c$ be the heat capacity per volume at fixed strain. The entropy change is

$$\frac{T\,dS}{V_0}=c\,dT+T\,b_{ij}\,d\eta_{ij}.$$

With no heat flow and no dissipation, $dS=0$, and therefore

$$dT=-\frac{T}{c}\,b_{kl}\,d\eta_{kl}.$$

The stress changes because of the strain and because of this temperature shift:

$$dt_{ij}=C^T_{ijkl}\,d\eta_{kl}-b_{ij}\,dT
=\left(C^T_{ijkl}+\frac{T}{c}\,b_{ij}b_{kl}\right)d\eta_{kl}.$$

The bracket is the isentropic stiffness, so

$$C^S_{ijkl}-C^T_{ijkl}=\frac{T}{c}\,b_{ij}b_{kl}.$$

The two minus signs have cancelled. Take a crystal that expands on heating. A fast expansion cools it, and it pulls back harder; a fast compression heats it, and it pushes back harder.

**Q:** My longitudinal constants do show such a gap. What happens to the shear constant $C_{44}$?

**A:** Its gap is $T b_{yz}^2/c$, so we need $b_{yz}$. Rotate the crystal by half a turn about the cube axis $z$. This sends $x\to-x$ and $y\to-y$, and so reverses the sign of $\eta_{yz}$. A cubic crystal is unchanged by the rotation, and entropy is a scalar. The strains $+\eta_{yz}$ and $-\eta_{yz}$ must therefore have the same entropy:

$$S(\eta_{yz},T)=S(-\eta_{yz},T)\quad\Longrightarrow\quad b_{yz}=0 .$$

An even smooth function has no slope at zero. Hence $C_{44}^S=C_{44}^T$.

The same rotation removes $b_{xz}$, and a half turn about $x$ removes $b_{xy}$. The threefold rotation about a body diagonal permutes the axes and makes the three diagonal elements equal. What remains is $b_{ij}=b\,\delta_{ij}$: to first order, temperature couples to the volume change alone.

**Q:** Then what is the gap in the other constants, in terms of quantities I can measure?

**A:** Let the crystal expand freely at zero stress, with linear expansivity $\alpha$. Then $d\eta_{kl}=\alpha\,\delta_{kl}\,dT$ and $dt_{ij}=0$. The $xx$ component of the stress equation gives

$$0=(C_{11}^T+2C_{12}^T)\,\alpha\,dT-b\,dT .$$

Since the isothermal bulk modulus is $B_T=(C_{11}^T+2C_{12}^T)/3$, we have $b=3B_T\alpha$. Putting $b_{xx}=b_{yy}=b$ into the general law,

$$C_{11}^S-C_{11}^T=C_{12}^S-C_{12}^T=\frac{T(3B_T\alpha)^2}{c}.$$

The two gaps are equal, so the second shear constant, $(C_{11}-C_{12})/2$, has none either. This fits the picture, since that shear also leaves the volume unchanged to first order.

**Q:** How large are these numbers for a hot copper line on a chip?

**A:** I computed a model with copper-like parameters at 400 K. It is an fcc crystal of atoms of mass 63.55 u, in which nearest neighbours at distance $r$ interact through the Morse potential

$$\phi(r)=D\left[e^{-2\beta(r-r_0)}-2e^{-\beta(r-r_0)}\right],$$

with $D=0.36$ eV, $\beta=18$ nm$^{-1}$ and $r_0=0.2535$ nm. The phonons are quasi-harmonic: they are independent oscillators whose frequencies depend on the strain. Minimizing $F$ gives a stress-free lattice constant of 0.3610 nm, and repeating this at neighbouring temperatures gives $\alpha=17.16$ ppm/K.

The isothermal constants are second strain derivatives of $F/V_0$ at fixed $T$, taken by finite differences. For the isentropic ones, I solved for the temperature that keeps $S$ constant at each strain, and differentiated the internal energy $U=F+TS$ instead. In GPa:

| | Isothermal | Isentropic |
|---|---|---|
| $C_{11}$ | 187.3 | 192.1 |
| $C_{12}$ | 92.1 | 96.9 |
| $C_{44}$ | 93.7 | 93.7 |

These values use 10 wavevectors per axis in the phonon sums. With 28 per axis, the isothermal constants shift by up to 0.05 GPa and $\alpha$ by about 0.005 ppm/K, so their last digits are uncertain by one; the gap given by the law changes by less than 0.1%.

The first two gaps are both 4.80 GPa. The computed $C_{44}$ gap is about $10^{-9}$ GPa in size, which is numerical noise.

The law gives the same gap from other data. With $B_T=123.8$ GPa,

$$b=3(123.8\ \text{GPa})(17.16\times10^{-6}\ \text{K}^{-1})=6.37\ \text{MPa/K}.$$

Before the inputs are rounded, the product is 6.375 MPa/K. The heat capacity is $c=3.385$ MJ m$^{-3}$ K$^{-1}$, and 1 J/m$^3$ is 1 Pa, so

$$\frac{Tb^2}{c}=\frac{400\,(6.375\times10^{6})^2}{3.385\times10^{6}}\ \text{Pa}=4.80\ \text{GPa}.$$

At 300 K the $C_{11}$ gap is 3.46 GPa, and at 100 K it is 0.65 GPa. Towards absolute zero the model's entropy, which comes from phonons alone, falls as $T^3$, and so do its $b$ and $c$; its gap then vanishes as $T\cdot T^6/T^3=T^4$. In real copper the electrons dominate the entropy below a few kelvin, so $b$ and $c$ become linear in $T$ and the gap falls only as $T^2$.

**Q:** I would expect a shear to change the vibration frequencies. Why doesn't that change the entropy?

**A:** It does change them. For each phonon $q$ of frequency $\omega_q$, define

$$g_q=\frac{\partial\ln\omega_q}{\partial\gamma},\qquad \gamma=2\eta_{yz}.$$

The entropy $S_q$ of an oscillator depends on $\omega_q/T$ alone. Therefore $\omega_q\,\partial S_q/\partial\omega_q=-T\,\partial S_q/\partial T=-c_q$, where $c_q$ is the heat capacity of the mode, and

$$\left(\frac{\partial S}{\partial\gamma}\right)_T=-\sum_q c_q\,g_q .$$

The half turn about $z$ pairs each wavevector $(k_x,k_y,k_z)$ with $(-k_x,-k_y,k_z)$. In the unstrained crystal the partners have equal frequencies and hence equal $c_q$. Since the rotation reverses the shear, their $g_q$ are opposite.

In the model, the three branches at $(0.3,0.5,0.2)$, in units of $2\pi/a$ with $a$ the lattice constant, have $g_q=-1.02$, $0.60$ and $-1.09$. At $(-0.3,-0.5,0.2)$ they have $1.02$, $-0.60$ and $1.09$. Individual phonons respond strongly, but the heat-weighted sum is zero. No rotation turns an expansion into a compression, so symmetry enforces no such cancellation for a volume change.

**Q:** Does that mean a fast shear leaves the temperature unchanged?

**A:** To first order in the shear, yes. A quadratic effect is allowed. Expand the free energy for pure $yz$ shear about the unstressed state:

$$F(\gamma,T)=F(0,T)+\tfrac12V_0\,C_{44}^T(T)\,\gamma^2+\dots$$

Write $C_{44}'$ for the temperature derivative of $C_{44}^T$ at fixed lattice dimensions. Since $S=-\partial F/\partial T$,

$$S(\gamma,T)=S(0,T)-\tfrac12V_0\,C_{44}'\,\gamma^2+\dots$$

Constant entropy requires the thermal term $V_0c\,\Delta T/T$ to balance the last term, so

$$\Delta T=\frac{T\,C_{44}'}{2c}\,\gamma^2 .$$

With 10 wavevectors per axis in the phonon sums, the model has $C_{44}'=-0.101$ MPa/K, and a shear $\gamma=10^{-3}$ cools it by about 6 µK. This coefficient is not converged: with 32 per axis it shrinks to $-0.008$ MPa/K, and the cooling to less than 1 µK. With 48 and 64 per axis it is $-0.006$ and $-0.005$ MPa/K, so the 10-point value is about twenty times too large, and the converged cooling is about 0.3 µK. A stretch $\eta_{xx}=10^{-3}$, with the other strains held at zero, gives $\Delta T=-Tb\,\eta_{xx}/c=-0.75$ K. On the 10-point mesh, solving directly for the temperature at constant entropy gives the same values to this precision.

The shear meant here has exactly zero diagonal Lagrangian strains. A simple shear, which slides planes normal to $z$ along $y$, also has $\eta_{zz}=\gamma^2/2$. This second-order stretch acts through $b$ and cools the model by about 0.38 mK at $\gamma=10^{-3}$. That is more than the pure shear does, but still some 2000 times less than the stretch $\eta_{xx}=10^{-3}$.

**Q:** Must the crystal be unstressed for the two values of $C_{44}$ to agree?

**A:** No; that condition is sufficient but not necessary. It is enough that the loaded crystal keeps a symmetry that reverses the $yz$ shear. Hydrostatic pressure keeps the crystal cubic, provided that it causes no phase change. A stretch along $z$ makes it tetragonal but keeps the half turn about $z$.

I computed both cases at 400 K, taking the modulus as the second strain derivative about the loaded state. With the lattice constant reduced by 1%, at a pressure of 4.1 GPa, and separately with a 1% strain along $z$, the $C_{44}$ gap is again numerical noise.

A standing $yz$ shear $\gamma_0$ does remove the symmetry. (A standing $xy$ shear does not, since it keeps the half turn about $z$.) If strain is still measured from the unsheared crystal, differentiating the quadratic entropy above gives, for small $\gamma_0$,

$$b_{yz}=-C_{44}'\,\gamma_0,\qquad C_{44}^S-C_{44}^T=\frac{T\,(C_{44}'\gamma_0)^2}{c}.$$

For $\gamma_0=10^{-3}$, the shear stress is 94 MPa. On the 10-point mesh, $b_{yz}$ is 0.10 kPa/K and the gap is 1.2 Pa, beside a modulus of 94 GPa. The smaller $C_{44}'$ of the 32-point mesh would reduce the gap to about 0.01 Pa.

At $\gamma_0=0.02$, quadratic scaling of the 10-point value would make it 400 times larger, or 0.48 kPa. Direct differentiation on that mesh gives 1.1 kPa. The general law also gives 1.1 kPa when $b_{yz}$ is computed in that sheared state. The law therefore holds, but $b_{yz}$ is no longer linear in $\gamma_0$. The size of this gap also depends on the mesh: with 32 or 48 points per axis the law gives a little under 0.2 kPa.

An experiment on the sheared crystal measures small strains from that sheared state instead. Referred back to the original crystal, a further shear $d\gamma$ then also changes the sum of the diagonal strains by $\gamma_0\,d\gamma$. This couples to $b$, so that $b_{yz}\approx(b-C_{44}')\gamma_0$. The gap becomes about 5 kPa at $\gamma_0=10^{-3}$ and 2 MPa at $\gamma_0=0.02$. The first is still only about $5\times10^{-8}$ of the modulus.

**Q:** Would you trust that tiny coefficient $C_{44}'$ for real copper?

**A:** No, because it is what remains after two larger terms nearly cancel. To see them, let $n_q$ be the thermal occupation of a phonon, and let primes on $\omega_q$ denote derivatives with respect to $\gamma$. The vibrational free energy has slope

$$F_{\rm vib}'=\sum_q\left(n_q+\tfrac12\right)\hbar\omega_q' .$$

Differentiate again at fixed $T$. The occupation depends on $\omega_q/T$, so $\partial n_q/\partial\omega_q=-(T/\omega_q)\,\partial n_q/\partial T$. With $c_q=\hbar\omega_q\,\partial n_q/\partial T$ and $\omega_q'=g_q\omega_q$,

$$F_{\rm vib}''=\sum_q\left(n_q+\tfrac12\right)\hbar\omega_q''-T\sum_q c_q\,g_q^2 .$$

In the model at 400 K, the last term lowers $C_{44}^T$ by about 0.9 GPa. Near the classical limit it is proportional to $T$, so it contributes about $-0.9\ \text{GPa}/400\ \text{K}\approx-2.3$ MPa/K to $C_{44}'$. The total is at most about 0.1 MPa/K in size, so the first term must contribute roughly $+2$ MPa/K. This is why the remainder changed so much with the phonon mesh, and a modest change in the forces could alter it greatly too.

As a trial, take $C_{44}'=-10$ MPa/K, a hundred times the 10-point value. The gap at $\gamma_0=10^{-3}$ is then about 12 kPa with strain measured from the unsheared crystal, and about 32 kPa with strain measured from the sheared one. Either is less than $10^{-6}$ of $C_{44}$.

**Q:** That last sum has squares in it, so it cannot cancel. Could it ever appear as a difference between fast and slow measurements?

**A:** Yes, if the strain is too fast for phonon collisions. "Adiabatic" has so far meant isentropic: no heat flows between regions, but the phonons within each region stay in equilibrium with one another. Suppose instead that a uniform strain is slow compared with the vibrations but fast compared with the collisions. Each $n_q$ then stays fixed. The energy curvature contains only the first term of $F_{\rm vib}''$, and

$$C_{44}^{\rm frozen}-C_{44}^T=\frac{T}{V_0}\sum_q c_q\,g_q^2 .$$

The heat-weighted root-mean-square value of $g_q$ is 0.817, so the excess is

$$(400)(3.385\times10^6)(0.817)^2\ \text{Pa}=0.90\ \text{GPa},$$

or about 1% of $C_{44}$. Differentiating the frozen-occupation energy numerically gives the same value. These sums use 12 wavevectors per axis; on finer meshes, with 24 to 44 per axis, the root-mean-square value settles near 0.80 and the excess near 0.87 GPa. Symmetry makes the mean of $g_q$ vanish, not the mean of $g_q^2$. A symmetry that reverses the shear therefore guarantees equal constants only if the phonons stay in local equilibrium. For a travelling wave this is only an estimate, because phonons also move from crest to trough.

**Q:** How close is all this to the copper lines I actually test?

**A:** For single-crystal copper at 400 K, rough inputs are $B_T=130$ GPa, $\alpha=17.6$ ppm/K and $c=3.4$ MJ m$^{-3}$ K$^{-1}$. They give a $C_{11}$ gap of about 5.5 GPa, against 4.8 GPa in the model. The model's $C_{44}$ is too high, since copper's is roughly 75 GPa, and its $C_{12}$ is too low, since copper's is roughly 120 GPa. Forces along nearest-neighbour bonds tie these two constants closely together, which real copper does not obey.

The model also omits two contributions to the heat capacity. A free-electron estimate adds 0.8% of the phonon value. Anharmonic motion, estimated classically for one atom moving in a cage of fixed neighbours, shifts it by $-1.3$% of the classical harmonic value. These affect the size of the $C_{11}$ gap, but not the zero for $C_{44}$, because the full free energy has the same cubic symmetry.

A real line departs from the assumptions in three further ways. It can lose heat to the surrounding oxide: through one face, in very roughly 5 µs for a copper layer 1 µm thick and 50 ns for one of 0.1 µm, and about four times faster through two opposite faces. A thin line therefore need not respond isentropically even to megahertz ultrasound. It carries standing stress, whose effect we found to be minute for a shear stress near 100 MPa. It is also usually polycrystalline. Neighbouring grains deform differently, so an overall shear can produce local volume changes, and these do change the temperature.

We can bound the result. Passing from isothermal to isentropic constants stiffens each grain only against volume change, by $4.80/123.8=3.9$%. For any strain pattern, the elastic energy therefore rises by at most 3.9%. The same holds for its minimum under a prescribed overall shear, and so for the effective shear modulus. This is an upper limit for the model's constants, not an estimate of the gap.

If you convert ultrasonic data to isothermal constants for a stress calculation, subtract $T(3B_T\alpha)^2/c$ from $C_{11}$ and $C_{12}$, and leave $C_{44}$ alone. Ultrasound gives the isentropic bulk modulus $B_S=(C_{11}^S+2C_{12}^S)/3$, so first find $B_T$ from

$$\frac1{B_T}=\frac1{B_S}+\frac{9T\alpha^2}{c_p},$$

where $c_p=c+9T\alpha^2B_T$ is the heat capacity per volume at constant pressure. This follows from the gap law, which gives $B_S/B_T=c_p/c$. Using $B_S$ in place of $B_T$ would overstate the model's correction by about 8%. The rule applies to a cubic single crystal near zero stress, measured too fast for heat to flow in or out but slowly enough for its phonons to remain in local equilibrium.
